\section*{Crossover Between Direct and Raman Relaxation of a Donor Spin}

\section{The problem}

The spin of an electron bound to a donor in a magnetic field $B$ returns to thermal equilibrium at a rate $1/T_1$. Suppose that two channels contribute, and that their rates add:
\begin{equation}
\frac{1}{T_1}=R_{\rm d}+R_{\rm R},\qquad
R_{\rm d}=AB^4T,\qquad R_{\rm R}=CT^9 .
\label{rates}
\end{equation}
Here $T$ is the temperature of the crystal. The first term is the direct process, in which one phonon is absorbed or emitted. The second is the Raman process, in which one phonon is scattered into another. The coefficients $A$ and $C$ are positive and depend on neither $B$ nor $T$.

The crossover temperature $T_*$ is the temperature at which the two rates are equal at a given field. How does $T_*$ depend on $B$? Which channel dominates on each side of it?

The algebra below uses atomic units, with $k$ the Boltzmann constant. The Bohr magneton is then $1/2$, and a spin with factor $g$ has Zeeman splitting $\delta=gB/2$. Numerical values are in tesla, kelvin and seconds, with lengths in nm and energies in eV.

\section{A tempting solution}

The Raman rate rises as the ninth power of temperature, while the direct rate rises only linearly. Beside so steep a curve, the direct rate looks like a flat floor. One therefore reads the floor at some low base temperature $T_0$,
\begin{equation}
R_{\rm floor}=AB^4T_0 ,
\end{equation}
and looks for the temperature at which the Raman rate emerges from it:
\begin{equation}
CT_{\rm w}^9=AB^4T_0
\quad\Longrightarrow\quad
T_{\rm w}=\left(\frac{AT_0}{C}\right)^{1/9}B^{4/9}.
\label{wrong}
\end{equation}
The units are consistent, the temperature rises with field as expected, and the answer appears to be a power $4/9$.

\section{Where it fails}

Equation (\ref{wrong}) compares rates at two different temperatures. Its left side is the Raman rate at $T_{\rm w}$; its right side is the direct rate at $T_0$. The crossover was defined by equality at one temperature. At $T_{\rm w}$ the direct rate is $AB^4T_{\rm w}$, so the ratio of the two channels there is
\begin{equation}
\frac{R_{\rm R}(T_{\rm w})}{R_{\rm d}(T_{\rm w})}
=\frac{CT_{\rm w}^9}{AB^4T_{\rm w}}
=\frac{AB^4T_0}{AB^4T_{\rm w}}
=\frac{T_0}{T_{\rm w}} .
\label{fault}
\end{equation}
This is one only if $T_0=T_{\rm w}$. A base temperature held fixed while the field changes cannot satisfy that condition at every field. The result also contains $T_0$, which does not appear in the definition of the crossover.

The factor $T$ in the direct rate is weak beside $T^9$, but it changes the power that remains after the rates are equated. It has to be kept.

\section{The right solution}

Both rates are taken at the same temperature:
\begin{equation}
AB^4T_*=CT_*^9 .
\label{equality}
\end{equation}
At $T=0$ both sides vanish, but this is not a change of dominance. For $T_*>0$ we may divide by $CT_*$, which gives
\begin{equation}
T_*^8=\frac{A}{C}B^4 .
\end{equation}
The right side is positive for $B>0$. Its positive eighth root is
\begin{equation}
\boxed{\,T_*=\left(\frac{A}{C}\right)^{1/8}B^{1/2}\,}
\label{result}
\end{equation}
because $(B^4)^{1/8}=B^{1/2}$. With $A$ and $C$ held fixed, the crossover temperature grows as the square root of the field.

To see which channel dominates, form the ratio and use $A B^4/C=T_*^8$:
\begin{equation}
\frac{R_{\rm R}}{R_{\rm d}}
=\frac{C}{A}\frac{T^8}{B^4}
=\left(\frac{T}{T_*}\right)^8 .
\label{ratio}
\end{equation}
This rises strictly from zero to infinity as $T$ does. There is thus one positive crossing, with the direct process dominant below it and the Raman process above it.

The faulty estimate can now be placed. Putting $AB^4/C=T_*^8$ into Eq. (\ref{wrong}) gives
\begin{equation}
T_{\rm w}=T_*^{8/9}T_0^{1/9}
\quad\Longrightarrow\quad
\ln\frac{T_{\rm w}}{T_*}=\frac19\ln\frac{T_0}{T_*}.
\label{iteration}
\end{equation}
It lies between $T_0$ and $T_*$, much nearer to $T_*$ on a logarithmic scale. If $T_{\rm w}$ is used as a new base temperature and the step is repeated, the logarithmic error falls by a factor of nine each time. The repeated procedure converges to Eq. (\ref{result}); the mistake was to stop after one step and read off a field exponent.

\section{What happens at the crossover}

The total rate at the crossing is twice either rate:
\begin{equation}
\left.\frac1{T_1}\right|_{T_*}
=2AB^4T_*
=2A\left(\frac{A}{C}\right)^{1/8}B^{9/2}.
\label{total}
\end{equation}
The power $9/2$ is the sum of $4$ from the direct coefficient and $1/2$ from the moving crossover temperature. It does not describe a measurement at fixed temperature.

At fixed field, the logarithmic slope of the total rate is the average of the powers $1$ and $9$, weighted by the rates:
\begin{equation}
\frac{d\ln(1/T_1)}{d\ln T}
=\frac{R_{\rm d}+9R_{\rm R}}{R_{\rm d}+R_{\rm R}} .
\end{equation}
At $T_*$ the weights are equal and the slope is $5$. The crossover is a smooth bend. By Eq. (\ref{ratio}), one rate is ten times the other when $T$ differs from $T_*$ by a factor $10^{1/8}\simeq1.33$, so the bend covers roughly $0.75\,T_*$ to $1.33\,T_*$.

The same eighth root makes $T_*$ insensitive to the coefficients. If $C$ is ten times smaller at fixed $A$ and $B$, then $T_*$ rises by the factor $1.33$, not by ten.

One may also fix $T$ and vary the field. Solving Eq. (\ref{equality}) for $B$ gives the crossover field
\begin{equation}
B_*=\left(\frac{C}{A}\right)^{1/4}T^2 .
\end{equation}
Above this field the direct process dominates. Lowering the field then lengthens $T_1$ strongly, until $B$ approaches $B_*$; below $B_*$, further reduction can at most double $T_1$ within this model, because the Raman rate does not depend on field.

\section{When the two given laws hold}

\subsection{The linear temperature factor}

In the direct process a phonon carries the Zeeman energy $\delta$. The phonon density of states gives $\delta^2$, and the squared strain of one phonon gives another factor $\delta$. Time-reversal symmetry forbids strain from flipping the spin at zero field, so the leading amplitude is proportional to $B$ and its square adds $B^2$. Together these factors give $B^5$.

Absorption is proportional to the phonon number $n$, and emission to $n+1$. Their sum governs the return to equilibrium:
\begin{equation}
R_{\rm d}=KB^5(2n+1),\qquad
n=\frac1{e^{\delta/kT}-1},
\end{equation}
with $K$ a constant. Define $x=\delta/(2kT)=gB/(4kT)$. Then
\begin{equation}
2n+1=\frac{e^{2x}+1}{e^{2x}-1}=\coth x
=\frac1x+\frac x3+\cdots .
\end{equation}
For $x\ll1$ the first term gives
\begin{equation}
R_{\rm d}\simeq\frac{KB^5}{x}
=\frac{4kK}{g}B^4T ,
\end{equation}
so that $A=4kK/g$. The next term raises this rate by the relative amount $x^2/3$.

In the opposite limit, $x\gg1$, the direct rate does become a floor. Its value is $KB^5$, however, not $AB^4T_0$ with an arbitrary $T_0$. If the Raman law is still taken as given, equality requires $KB^5=CT_*^9$, hence $T_*\propto B^{5/9}$. The exponent $4/9$ appears in neither limit.

\subsection{The ninth power}

In the Raman process a phonon of energy $E$ is absorbed and another of nearly the same energy is emitted. Two densities of states and two squared strains give $E^6$. The leading contributions to the spin-flip amplitude cancel by time-reversal symmetry; what remains carries a further factor $E$, and so $E^2$ in the rate. For phonon energies far below the donor's excitation energies, this gives
\begin{equation}
R_{\rm R}\propto\int_0^\infty E^8n(E)[n(E)+1]\,dE .
\end{equation}
The upper limit may be taken as infinite if the largest phonon energy is at least about $20kT$; stopping the integral at $20kT$ loses only about $0.2\%$. With $E=kTy$, eight powers of $kT$ come from $E^8$ and one from $dE$:
\begin{equation}
R_{\rm R}\propto(kT)^9
\int_0^\infty\frac{y^8e^y}{(e^y-1)^2}\,dy .
\end{equation}
Since $e^y/(e^y-1)^2=-d(e^y-1)^{-1}/dy$, integration by parts gives
\begin{align}
\int_0^\infty\frac{y^8e^y}{(e^y-1)^2}dy
&=8\int_0^\infty\frac{y^7}{e^y-1}dy\nonumber\\
&=8\sum_{m=1}^{\infty}\int_0^\infty y^7e^{-my}dy
=8!\sum_{m=1}^{\infty}\frac1{m^8}.
\end{align}
The boundary terms vanish, and the last step uses $\int_0^\infty y^7e^{-my}dy=7!/m^8$. The integral is a pure number, which leaves $T^9$.

The integrand is largest near $y=8$. Typical Raman phonons therefore have energies near $8kT$, and their wavelengths are correspondingly shorter than an estimate based on $kT$ suggests.

\subsection{Other Raman laws}

The square root depends on the Raman rate being independent of field. If it were instead $DB^2T^7$, equality would give
\begin{equation}
AB^4T_*=DB^2T_*^7
\quad\Longrightarrow\quad
T_*^6=\frac ADB^2,
\end{equation}
and $T_*\propto B^{1/3}$.

Now let the Raman rate be independent of field but not a pure power of temperature. Let $n_{\rm R}=d\ln R_{\rm R}/d\ln T$ be its local power at the crossing. The logarithm of $AB^4T_*=R_{\rm R}(T_*)$, differentiated with $A$ fixed, gives
\begin{equation}
4\,d\ln B+d\ln T_*=n_{\rm R}\,d\ln T_*,
\qquad
\frac{d\ln T_*}{d\ln B}=\frac4{n_{\rm R}-1}.
\label{local}
\end{equation}
For $n_{\rm R}=9$ this is $1/2$. A weaker temperature dependence makes the crossover move faster with field.

\section{A worked example}

Take round coefficients
\begin{equation}
A=10^{-2}\ {\rm s^{-1}T^{-4}K^{-1}},\qquad
C=10^{-6}\ {\rm s^{-1}K^{-9}} .
\end{equation}
Their ratio is $10^4\ {\rm K^8T^{-4}}$, whose eighth root is $10^{1/2}=3.162\ {\rm K\,T^{-1/2}}$. At $0.16$ and $0.36$ T,
\begin{align}
T_*(0.16)&=3.162\times0.4=1.265\ {\rm K},\\
T_*(0.36)&=3.162\times0.6=1.897\ {\rm K}.
\end{align}
The corresponding thermal energies $kT_*$ are $1.09\times10^{-4}$ and $1.64\times10^{-4}$ eV. The field rises by $2.25$ and the crossover temperature by $1.50=\sqrt{2.25}$. A numerical search for the temperatures of equal rates, which does not use Eq. (\ref{result}), gives the same two values.

At the lower field the direct rate is
\begin{equation}
10^{-2}(0.16)^4(1.265)=8.29\times10^{-6}\ {\rm s^{-1}},
\end{equation}
and the Raman rate, $10^{-6}(1.265)^9$, is the same. Their sum is $1.66\times10^{-5}\ {\rm s^{-1}}$, or $T_1=6.03\times10^4$ s, about 17 hours. At the higher field each rate is $3.19\times10^{-4}\ {\rm s^{-1}}$, and $T_1=1.57\times10^3$ s, about 26 minutes. The total rate has risen by $38.4=2.25^{9/2}$, as Eq. (\ref{total}) requires.

The tempting solution can be tried on these numbers. Take the floor at $T_0=1.265$ K and use it at $0.36$ T. Equation (\ref{iteration}) gives
\begin{equation}
T_{\rm w}=1.897\left(\frac{1.265}{1.897}\right)^{1/9}
\simeq1.81\ {\rm K}.
\end{equation}
The temperature is only about $4\%$ too low, yet by Eq. (\ref{fault}) the Raman rate there is $1.265/1.81\simeq0.70$ of the direct rate. A small error in temperature hides a clear failure of the defining equality.

\section{How far the model can be trusted}

The coefficients are meant for the rough regime of a shallow donor in lightly doped silicon at liquid-helium temperatures; they are not fitted to a sample. Four omissions can be sized, with $A$ and $C$ held fixed and $C$ understood as the low-temperature limit of the Raman coefficient.

The first is the Bose correction. With $g=2$, $x$ at the crossing is $0.085$ at the lower field and $0.127$ at the higher. The direct rate is raised by $0.24\%$ and $0.54\%$. Since $T_*$ varies as the eighth root of the direct coefficient, its shift is below $0.1\%$. At the crossing $x\propto B/T_*\propto B^{1/2}$, so within the given laws $x$ would reach one near $0.16/(0.085)^2\simeq22$ T. There the direct rate would be about $30\%$ above its linear form, which the eighth root turns into a shift of only about $3\%$ in $T_*$. The local field exponent would there be about $0.53$, nearly halfway from $1/2$ to $5/9$. It would come close to $5/9$ only at fields well above this (about $0.55$ at 100 T), and only if both laws still held. For a donor they would not: at 22 T the phonon of the direct process is itself no longer long compared with the orbit, and the size effect described next would cut the direct rate to about a quarter.

The second is the size of the donor. A phonon whose wavelength is not long compared with the bound electron's orbit is averaged over the orbit and couples less. For a spherical hydrogenic envelope of radius $a$, the coupling to a phonon of wave number $q$ is multiplied by
\begin{equation}
F(q)=\frac1{[1+(qa/2)^2]^2}.
\end{equation}
If the excited level used in the Raman process is assumed to have the same envelope, the Raman amplitude contains two such factors with nearly equal $q$, and the rate contains $F^4$. For one sound speed $v$, a phonon of energy $ykT$ has $qa=yT/T_a$, with $T_a=v/(ka)$ in atomic units. With $a=2.0$ nm and $v=6000$ m/s, $T_a=22.9$ K. At $1.897$ K and $y=8$ this gives $qa\simeq0.66$, which is not very small even though $T$ is far below $T_a$.

Averaged over the phonons, the Raman rate is multiplied by $0.62$ at $1.265$ K and by $0.39$ at $1.897$ K. A weaker Raman process must be hotter to match the direct one. With this effect alone, the crossings move to $1.35$ and $2.20$ K. At the new crossing for $0.36$ T the local Raman power is $n_{\rm R}=7.23$, and Eq. (\ref{local}) gives a field exponent $4/6.23=0.64$. Solving for the crossing at slightly lower and higher fields gives the same slope, $0.64$.

The third omission is a Raman term proportional to $B^2T^7$, in which the Zeeman energy replaces the phonon energy in the amplitude. If both terms have equal coupling strengths, its ratio to the $T^9$ term is about $0.05\%$ and $0.12\%$ at the two original crossings. The equal strengths are an assumption; a real donor may have a larger term.

The fourth is the Orbach process, which passes through a real excited donor level. With a rough gap of $0.011$ eV and a rough prefactor of $10^8\ {\rm s^{-1}}$, its rate is less than $10^{-17}$ of the Raman rate at both original crossings. The gap is so many times $kT$ that the exponential factor removes this channel here; at higher temperatures it cannot be dropped without a new estimate.

With all four effects included, the crossings are $1.35$ and $2.20$ K, which are $7\%$ and $16\%$ above the values of the simple model. The mean field exponent between them is $0.60$ instead of $0.50$. Finite donor size accounts for nearly all of the change. As the field is lowered the crossing moves to colder, longer-wavelength phonons, and this correction fades.

The $T^9$ law also neglects the phonon energy beside the donor's excitation energy. With a single excited level at the gap used above, keeping it raises the Raman rate by about $2\%$ and $4\%$ at the two original crossings. This lowers the crossing temperatures by less than $1\%$ and the mean field exponent by about $0.004$, from $0.60$ to $0.59$; it is not included in the values above.

Real silicon donors also break the assumptions of a spherical orbit and a single sound speed. Interactions between donors, hyperfine coupling, strain and nearby interfaces can add relaxation channels that are not sized here. They matter most where the model predicts very slow relaxation: beside a time of 17 hours, even a weak extra channel may dominate and remove the direct-to-Raman crossover from view. The square root in Eq. (\ref{result}) is exact for the two given rates. For the donor radius and sound speed chosen here, the estimate above gives a mean exponent near $0.6$ between the two fields. That number is sensitive to both inputs: with the size effect alone, radii from $1.4$ to $2.5$ nm and speeds from $5000$ to $9000$ m/s give mean exponents from about $0.52$ to $0.72$. The values for the chosen inputs are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Direct coefficient A = 0.01 s^-1 T^-4 K^-1
Raman coefficient C = 1e-06 s^-1 K^-9
Crossover prefactor = 3.1623 K T^-1/2
g factor = 2.0 (dimensionless)
Donor radius = 2.0 nm
Sound speed = 6000 m/s
Donor-size phonon temperature = 22.91 K
Orbach gap = 0.011 eV
Orbach prefactor = 1.00e+08 s^-1
Field 1 = 0.16 T
  crossover temperature = 1.2649 K
  crossover thermal energy = 1.0900e-04 eV
  direct rate there = 8.2897e-06 s^-1
  Raman rate there = 8.2897e-06 s^-1
  total rate there = 1.6579e-05 s^-1
  relaxation time there = 6.0316e+04 s
  Zeeman splitting/(2kT) = 0.0850 (dimensionless)
  Bose increase of direct rate = 0.241 %
  finite-size Raman factor = 0.6236 (dimensionless)
  B^2 T^7 / T^9 estimate = 0.0522 %
  Orbach/Raman rate ratio = 1.80e-31 (dimensionless)
  crossover, finite size only = 1.3516 K
  crossover, all four effects = 1.3518 K
  shift with all four effects = 6.87 %
Field 2 = 0.36 T
  crossover temperature = 1.8974 K
  crossover thermal energy = 1.6350e-04 eV
  direct rate there = 3.1868e-04 s^-1
  Raman rate there = 3.1868e-04 s^-1
  total rate there = 6.3737e-04 s^-1
  relaxation time there = 1.5689e+03 s
  Zeeman splitting/(2kT) = 0.1274 (dimensionless)
  Bose increase of direct rate = 0.541 %
  finite-size Raman factor = 0.3939 (dimensionless)
  B^2 T^7 / T^9 estimate = 0.1176 %
  Orbach/Raman rate ratio = 1.90e-18 (dimensionless)
  crossover, finite size only = 2.1959 K
  crossover, all four effects = 2.1963 K
  shift with all four effects = 15.76 %
Field ratio = 2.2500 (dimensionless)
Crossover-temperature ratio = 1.5000 (dimensionless)
Crossover field exponent = 0.5000 (dimensionless)
Total-rate field exponent = 4.5000 (dimensionless)
Total-rate temperature slope = 5.0000 (dimensionless)
T_cross factor for C/10 = 1.3335 (dimensionless)
Exponent for B^2 T^7 Raman = 0.3333 (dimensionless)
Finite-size local Raman power, field 2 = 7.2252 (dimensionless)
Finite-size local field exponent = 0.6426 (dimensionless)
Field exponent, all four effects = 0.5985 (dimensionless)
\end{verbatim}
